# How far wrinkles reach in a thin annular sheet under tension, part 1

(Sections cited here and not found follow in the second part.)

## The wrinkled zone and its edge

A plastic film a few tens of nanometres thick floats on water and has a round hole in the middle. The water surface in the hole pulls the rim of the hole inward, and the water surface outside pulls the outer edge outward. If the inward pull is strong enough, the material near the hole moves toward the centre by more than the sideways contraction of the radially stretched film can take up. A circle drawn on the film there is then too long for the circumference it has to fit into, and a film this thin responds by wrinkling, with crests that run along the radii. The wrinkles start at the hole and die out at some distance from the centre. The question is how that distance depends on the two pulls, on the size of the hole and on the stiffness of the film.

Let the film occupy $R_i<r<R_o$ in polar coordinates $(r,\theta)$. The inner pull is $T_i$ and the outer pull is $T_o$, both positive forces per unit length of edge. The stress in the film is described by the resultants $N_{rr}$ and $N_{\theta\theta}$, which are forces per unit length of a cut, integrated through the thickness and counted positive in tension. Where there are wrinkles, they denote averages over one wavelength. Both pulls stretch the film radially, so both enter with the same sign:

$$N_{rr}(R_i)=T_i,\qquad N_{rr}(R_o)=T_o .$$

The film is isotropic and linearly elastic, with Young modulus $E$, thickness $t$, stretching modulus $Y=Et$ and Poisson ratio $\nu$. Strains are small, the averaged state does not depend on $\theta$, there is no shear, and the liquid exerts no tangential force. The sheet is called wide when $R_o$ is much larger than the outer radius $L$ of the wrinkled zone. Under these conditions, and for vanishing bending stiffness, the answer will be

$$L=\frac{R_iT_i}{2T_o}\qquad\text{for } T_i>2T_o ,$$

with no wrinkles when $T_i\le 2T_o$.

The first ingredient is the balance of forces, which holds whether or not the film is wrinkled. Consider a small piece between $r$ and $r+dr$ that subtends the angle $d\theta$. Its outer side has length $(r+dr)\,d\theta$ and is pulled outward; its inner side has length $r\,d\theta$ and is pulled inward. Each of its two straight sides has length $dr$ and carries the force $N_{\theta\theta}\,dr$. These two forces are not quite antiparallel: each is tilted toward the centre by $d\theta/2$, so together they pull inward with $N_{\theta\theta}\,dr\,d\theta$. The radial forces must cancel:

$$\big[rN_{rr}\big]_{r+dr}d\theta-\big[rN_{rr}\big]_{r}d\theta-N_{\theta\theta}\,dr\,d\theta=0 .$$

Division by $dr\,d\theta$ gives

$$\frac{d}{dr}\big(rN_{rr}\big)=N_{\theta\theta}. \tag{1}$$

The quantity $rN_{rr}$ is the radial force carried by a sector of unit angle. Hoop tension makes it grow outward, and hoop compression makes it fall.

Now suppose the film is flat. With $u(r)$ the radial displacement, positive outward, a short radial line is stretched by the fraction $u'=du/dr$. A circle of radius $r$ becomes one of radius $r+u$, so its fractional change of length is $u/r$. Hooke's law for a thin sheet reads

$$Y\frac{du}{dr}=N_{rr}-\nu N_{\theta\theta},\qquad Y\frac{u}{r}=N_{\theta\theta}-\nu N_{rr}. \tag{2}$$

Both strains come from one function $u$. Multiplying the second relation by $r$, differentiating, and replacing $Yu'$ by the first relation gives

$$\frac{d}{dr}\big(rN_{\theta\theta}\big)-\nu\frac{d}{dr}\big(rN_{rr}\big)=N_{rr}-\nu N_{\theta\theta}.$$

By equation (1) the second term on the left is $-\nu N_{\theta\theta}$, which cancels the same term on the right. What remains is

$$\frac{d}{dr}\big(rN_{\theta\theta}\big)=N_{rr}. \tag{3}$$

The sum and the difference of equations (1) and (3) separate the unknowns. For $S=N_{rr}+N_{\theta\theta}$ the sum gives $(rS)'=S$, hence $rS'=0$, and $S$ is a constant, written $2A$. For $D=N_{rr}-N_{\theta\theta}$ the difference gives $(rD)'=-D$, hence $rD'=-2D$, whose solution is $D=2C/r^2$. Half the sum and half the difference of $S$ and $D$ are the Lamé solution:

$$N_{rr}=A+\frac{C}{r^2},\qquad N_{\theta\theta}=A-\frac{C}{r^2}. \tag{4}$$

The sum of the two resultants is thus the same at every radius of a flat region. This property will supply the factor of two in the final formula.

If the whole wide sheet stays flat, the condition far away gives $A=T_o$, and the condition at the hole gives $C=(T_i-T_o)R_i^2$. The hoop resultant is then

$$N_{\theta\theta}=T_o-(T_i-T_o)\frac{R_i^2}{r^2}. \tag{5}$$

At the hole it equals $2T_o-T_i$. For $T_i>T_o$ it rises with $r$, so the hole is where compression first appears, and this happens when $T_i$ exceeds $2T_o$. For $T_i\le T_o$ the second term in equation (5) is not negative and there is no hoop compression at all. The radial resultant lies between the two positive values $T_i$ and $T_o$. A flat sheet with $T_i\le 2T_o$ is therefore nowhere compressed and has no reason to wrinkle.

For $T_i>2T_o$ the flat solution contains a compressed ring next to the hole. It would be natural to take the zero of equation (5) as the end of the wrinkles, but that solution assumes that the ring supports its compression. A very thin film does not. Its resistance to stretching is proportional to $t$, whereas its resistance to bending is proportional to $t^3$. As the film is made thinner under fixed pulls, the compression it can bear before it buckles becomes small beside $T_i$ and $T_o$. The limiting description is a sheet that bears none. Excess length along a circle then goes into fine undulations, and the averaged hoop resultant in the wrinkled zone is zero:

$$N_{\theta\theta}=0,\qquad R_i<r<L .$$

Equation (1) now says that $rN_{rr}$ does not change with radius. Its value is fixed at the hole:

$$N_{rr}=\frac{T_iR_i}{r},\qquad R_i<r<L. \tag{6}$$

The wrinkled zone acts like a set of spokes. Each sector hands on the force it receives at the hole, and the resultant falls as $1/r$ because the sector widens.

Beyond $L$ the film is flat and obeys equation (4). Since the sheet is wide, $A=T_o$, and

$$N_{rr}=T_o+\frac{C}{r^2},\qquad N_{\theta\theta}=T_o-\frac{C}{r^2},\qquad r>L . \tag{7}$$

The constant $C$ has to be found anew, because the inner boundary of the flat region is now the edge of the wrinkles. There are two unknowns, $C$ and $L$, and so two conditions are needed.

The first condition is that the radial force is passed on across the edge. A narrow ring that straddles $r=L$ would otherwise feel a finite net force while its area shrinks to nothing. Hence $N_{rr}$ is continuous:

$$T_o+\frac{C}{L^2}=\frac{T_iR_i}{L}\quad\Longrightarrow\quad \frac{C}{L^2}=\frac{T_iR_i}{L}-T_o .$$

Let $s$ be the hoop resultant just outside the edge. From equation (7),

$$s=T_o-\frac{C}{L^2}=2T_o-\frac{T_iR_i}{L}. \tag{8}$$

Balance of forces alone permits any $s$. A jump of the hoop resultant across a circle is no violation of equation (1), which would respond with a kink in $rN_{rr}$. The second condition must come from the geometry of the deformation.

In the wrinkled zone a circle drawn on the film is longer than the circle it appears to follow when seen from above. Let $\Delta(r)$ be the fraction of its length that is stored in the undulations. The apparent change of length is $u/r$, so the strain of the material itself is $u/r+\Delta$. The film is attached to itself and has no means of storing negative length, hence $\Delta\ge0$. Hooke's law applies to the material strain, and with $N_{\theta\theta}=0$ it gives

$$\frac{u}{r}+\Delta=-\frac{\nu N_{rr}}{Y},\qquad R_i<r<L. \tag{9}$$

The right side is the lateral contraction that accompanies radial stretching. Just outside the edge there is no stored length, and equation (2) gives

$$\frac{u}{L}=\frac{s-\nu N_{rr}}{Y}.$$

The film does not tear at $r=L$, so $u$ is the same on both sides, and $N_{rr}$ has already been shown to be continuous. Subtracting this relation from equation (9), taken just inside the edge, leaves

$$\Delta(L^-)=-\frac{s}{Y}. \tag{10}$$

Two inequalities now fix $s$. Stored length cannot be negative, so equation (10) requires $s\le0$. The region outside is flat, and a sheet without resistance to compression can remain flat only if it is not compressed, so $s\ge0$. Both hold together only for $s=0$. The hoop resultant is therefore continuous, and equation (8) becomes $2T_o=T_iR_i/L$, or

$$\boxed{L=\frac{R_iT_i}{2T_o}} \tag{11}$$

The signs show what goes wrong with any other edge. If $L$ is chosen too small, equation (8) gives $s<0$, and the film just outside is compressed and would wrinkle as well. If $L$ is chosen too large, then $s>0$, and the last wrinkled circle would have to contain less material than a flat one.

It remains to see that the two inequalities hold away from the edge too. With $s=0$ one has $C=T_oL^2$, and the flat region carries

$$N_{rr}=T_o\Big(1+\frac{L^2}{r^2}\Big),\qquad N_{\theta\theta}=T_o\Big(1-\frac{L^2}{r^2}\Big),\qquad r>L, \tag{12}$$

so its hoop resultant is positive throughout. In the wrinkled zone the radial strain is $u'=N_{rr}/Y$, provided that the slope of the wrinkles along the radius adds a negligible amount; the size of that amount is worked out for an example below. Equation (6) gives $u'=T_iR_i/(Yr)$. At the edge $\Delta=0$, and equation (9) gives $u(L)=-\nu T_iR_i/Y$. Integration from $L$ to $r$ yields

$$u(r)=-\frac{T_iR_i}{Y}\Big[\nu+\ln\frac{L}{r}\Big].$$

The displacement is inward, as expected. Inserting it in equation (9), the two terms with $\nu$ cancel:

$$\Delta(r)=-\frac{\nu T_iR_i}{Yr}+\frac{T_iR_i}{Yr}\Big[\nu+\ln\frac{L}{r}\Big]=\frac{T_iR_i}{Yr}\ln\frac{L}{r}. \tag{13}$$

This is positive for $r<L$ and falls to zero at the edge. The state satisfies every condition that was imposed. It exists as a ring of finite width when $L>R_i$, which is the same condition, $T_i>2T_o$, that was found from the flat sheet.

The factor of two can be read from equation (4). In the flat region the two resultants add up to $2T_o$ at every radius. At the edge the hoop part is zero, so the radial part must supply the whole sum. Wrinkles end where the spoke tension $T_iR_i/r$ has dropped to $2T_o$. The moduli do not enter, because they set how far the film moves and how much length it stores, but not how the forces are shared.

For a wide sheet with vanishing bending stiffness, the wrinkles end at $L=R_iT_i/(2T_o)$ when $T_i>2T_o$, and there are none otherwise. It remains to compare this result with the flat-sheet estimate and a numerical solution, to allow for finite width and residual compression, and to work out an example.
